# Thick-film limit of the Fuchs-Sondheimer resistivity

Q: A metal line made thinner has a higher resistivity, and people blame the surfaces. But a surface does not stop an electron moving along the film. Why should it add resistance at all?

A: It can make the electron forget its drift. Let the film occupy \(0<z<d\), with the electric field \(E\) along \(x\), parallel to the faces. A smooth face reverses \(v_z\) and leaves \(v_x\) alone, so it costs no current. A rough face sends electrons off in directions unrelated to their arrival, and on average they leave with no drift along \(x\). Let \(p\) be the fraction reflected in the first way, with \(0\le p\le1\), and \(1-p\) the fraction reflected in the second. I take \(p\) to be the same at both faces and for all angles of incidence, and relax both conditions later.

Q: Then write down what the electrons do between the faces. I want to see where the mean free path enters.

A: Take a spherical Fermi surface, carrier density \(n\), mass \(m\), charge \(-e\), and one relaxation time \(\tau\), the same as in bulk metal. Write the distribution as \(f_0+f_1\), with \(f_1\) linear in \(E\). The steady Boltzmann equation is

\[
v_z\frac{\partial f_1}{\partial z}-\frac{eE}{m}\frac{\partial f_0}{\partial v_x}=-\frac{f_1}{\tau}.
\]

Since \(f_0\) depends on the energy \(\varepsilon=mv^2/2\), we have \(\partial f_0/\partial v_x=mv_x\,\partial f_0/\partial\varepsilon\). Hence

\[
v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=eEv_x\frac{\partial f_0}{\partial\varepsilon}.
\]

In bulk the gradient vanishes and \(f_1=eE\tau v_x\,\partial f_0/\partial\varepsilon\). In the film, multiply this bulk response by an unknown factor \(g\):

\[
f_1=eE\tau v_x\frac{\partial f_0}{\partial\varepsilon}\,g .
\]

Substitution and division by the common factor give \(v_z\tau\,\partial g/\partial z+g=1\). The current is carried at the Fermi speed \(v_F\), so define \(\lambda=v_F\tau\), \(\zeta=z/\lambda\) and \(k=d/\lambda\). Let \(u=|\cos\theta|\), where \(\theta\) is the angle between the velocity and the film normal. For electrons moving towards larger \(z\),

\[
u\frac{dg}{d\zeta}+g=1,\qquad 0<\zeta<k .
\]

The mean free path is the unit in which an electron recovers from its last encounter with a face.

Q: A first-order equation needs one boundary value. You know neither the arriving nor the departing distribution.

A: Symmetry connects them. The film looks the same from either face, so the downward movers have \(g_-(\zeta)=g(k-\zeta)\). At the lower face the departing electrons are upward movers. They keep a fraction \(p\) of the arriving drift, and the diffuse part contributes none:

\[
g(0)=p\,g_-(0)=p\,g(k).
\]

The general solution is \(g=1+Ce^{-\zeta/u}\). With \(\mathcal E=e^{-k/u}\), the boundary condition reads

\[
1+C=p(1+C\mathcal E)
\;\Rightarrow\;
C(1-p\mathcal E)=-(1-p),
\]

and therefore

\[
g(\zeta)=1-\frac{1-p}{1-p\,\mathcal E}\,e^{-\zeta/u}.
\]

If \(p=1\), then \(g=1\) everywhere: perfectly specular faces leave the bulk current intact.

Q: That is a distribution at one angle. A resistance measurement sees the whole film.

A: So average over depth and then over angle. The depth average is

\[
\bar g=\frac1k\int_0^k g\,d\zeta
=1-(1-p)\frac{u}{k}\,\frac{1-\mathcal E}{1-p\mathcal E},
\]

because \(\int_0^k e^{-\zeta/u}d\zeta=u(1-\mathcal E)\).

The current density contains \(v_x f_1\), hence \(v_x^2g\). On the Fermi sphere \(v_x^2=v_F^2\sin^2\theta\cos^2\phi\). The azimuthal average of \(\cos^2\phi\) is the same constant in film and bulk, so it cancels in their ratio and leaves the weight \(\sin^2\theta=1-u^2\). Upward and downward movers have equal depth averages. With \(\sigma\) the film conductivity and \(\sigma_0\) the bulk value,

\[
\frac{\sigma}{\sigma_0}
=\frac{\int_0^1(1-u^2)\,\bar g\,du}{\int_0^1(1-u^2)\,du}
=\frac32\int_0^1(1-u^2)\,\bar g\,du .
\]

Insertion of \(\bar g\) gives the Fuchs-Sondheimer formula,

\[
\frac{\sigma}{\sigma_0}
=1-\frac{3(1-p)}{2k}\int_0^1(u-u^3)
\frac{1-\mathcal E}{1-p\mathcal E}\,du .
\]

The substitution \(t=1/u\), \(du=-dt/t^2\), turns \((u-u^3)\,du\) into \((t^{-3}-t^{-5})\,dt\) on \(1<t<\infty\), which is its other common form. A finite-difference solution of the transport equation, made without the analytic \(g\), agrees with this integral to about \(2\times10^{-9}\) in the nine combinations of \(k\) and \(p\) tested.

Q: Now you will let \(k\) be large and drop \(\mathcal E\). But the integral runs over all angles. Are you sure \(\mathcal E\) is small for all of them, especially for grazing electrons?

A: Grazing electrons are the safest. Their \(u\) is small, so they travel a distance \(d/u\), much longer than \(d\), between faces. The largest \(\mathcal E\) belongs to normal motion, \(u=1\), and equals \(e^{-k}\). Thus \(\mathcal E\le e^{-k}\) over the whole range.

We need not drop anything yet. The identity

\[
\frac{1-\mathcal E}{1-p\mathcal E}
=1-\frac{(1-p)\mathcal E}{1-p\mathcal E}
\]

follows by putting the right side over one denominator: its numerator is \(1-p\mathcal E-\mathcal E+p\mathcal E=1-\mathcal E\). The first term requires

\[
\int_0^1(u-u^3)\,du=\frac12-\frac14=\frac14 .
\]

Consequently

\[
\frac{\sigma}{\sigma_0}=1-a+R,\qquad
a=\frac{3(1-p)}{2k}\cdot\frac14=\frac{3(1-p)}{8k},
\]

\[
R=\frac{3(1-p)^2}{2k}\int_0^1(u-u^3)
\frac{\mathcal E}{1-p\mathcal E}\,du .
\]

The remainder is positive for \(p<1\), since two minus signs have met.

Q: Calling \(R\) a remainder does not make it negligible. How large can it be?

A: Use \(t=1/u\) and factor the weight:

\[
t^{-3}-t^{-5}=\frac{(t-1)(t+1)}{t^5}\le2(t-1),
\]

because \((t+1)/t^5=t^{-4}+t^{-5}\le2\) for \(t\ge1\). Also \(1-p\mathcal E\ge1-pe^{-k}\). Since

\[
\int_1^\infty2(t-1)e^{-kt}\,dt=\frac{2e^{-k}}{k^2},
\]

it follows for \(p<1\) that

\[
0<R\le\frac{3(1-p)^2e^{-k}}{k^3(1-pe^{-k})}.
\]

For large \(k\) the integral is dominated by \(t\) near 1, where the weight approaches \(2(t-1)\), so \(R\) approaches \(3(1-p)^2e^{-k}/k^3\). The approach is slow. With \(s=t-1\), the weight is \((2s+s^2)(1+s)^{-5}=2s-9s^2+\dots\), and its integral against \(e^{-ks}\) is \((2/k^2)(1-9/k+\dots)\). High-precision quadrature at \(p=0.5\) gives ratios of \(R\) to its leading form of 0.814 at \(k=40\) and 0.898 at \(k=80\). Their distances from 1 are 0.186 and 0.102, somewhat below \(9/k=0.225\) and 0.113, as expected when further terms in \(1/k\) remain.

The conductivity thus has one inverse power of thickness, followed by an exponentially small term.

Q: But I asked about resistivity. Does it also have just one inverse power?

A: No. Taking the reciprocal creates the others. With \(\rho=1/\sigma\) and \(\rho_0=1/\sigma_0\),

\[
\frac{\rho}{\rho_0}=\frac1{1-a+R}
=1+a+a^2+O(k^{-3}),
\]

where \(R\) is smaller than any power of \(1/k\). To first order,

\[
\boxed{\;\frac{\rho}{\rho_0}\simeq1+\frac{3(1-p)}{8}\frac{\lambda}{d}\;},
\qquad d\gg\lambda .
\]

The next term is \(a^2=9(1-p)^2\lambda^2/(64d^2)\). For \(p=0\) its coefficient should be \(9/64=0.14062\); extraction from the full integral at \(k=1000\) gives 0.14068.

Q: The factor \(3/8\) came out of an integral. Can you get it from one surface without solving the whole film?

A: Yes, if the film is thick. Electrons arriving at the lower face have recovered from the upper one, so they have \(g=1\). Those leaving have \(g(0)=p\) and recover as

\[
g=1-(1-p)e^{-\zeta/u}.
\]

Integrated over depth, their deficit is \((1-p)u\), in units of \(\lambda\). Only half of the directions, the departing ones, carry this deficit. The angular average over the full range \(-1<\cos\theta<1\) has normalization \(3/4\), so one face removes the equivalent bulk thickness

\[
\delta=\lambda\,\frac34\int_0^1(1-u^2)(1-p)u\,du
=\frac{3(1-p)\lambda}{16}.
\]

Two faces remove \(2\delta=3(1-p)\lambda/8\). The sheet conductance, meaning conductivity times thickness, is therefore

\[
\sigma d\simeq\sigma_0\left[d-\frac{3(1-p)\lambda}{8}\right].
\]

This is the earlier result multiplied by \(d\), with \(R\) omitted.

Q: So there is a dead layer of thickness \(\delta\) at each face?

A: There is an equivalent loss, but no layer without current. At the face of a thick film, arriving electrons have \(g=1\) and departing ones have \(g=p\). Both groups have the same angular weight, so the local current density is \((1+p)/2\) times the bulk value. Even for \(p=0\), half the bulk current density flows there. The deficit is spread over depths of order \(\lambda\).

Q: A real line may have a liner below and a dielectric above. Your single \(p\) looks artificial.

A: In the thick limit the two losses are independent. For specularities \(p_1\) and \(p_2\) they add to

\[
\frac{3\lambda}{16}\left[(1-p_1)+(1-p_2)\right]
=\frac{3\lambda}{8}\left(1-\frac{p_1+p_2}{2}\right).
\]

The mean specularity replaces \(p\). The transport solution at \(k=10\), with faces of 0.1 and 0.7, gives \(k(1-\sigma/\sigma_0)=0.2250\). The mean is 0.4, and \(\tfrac38(1-0.4)=0.225\).

If \(p\) depends on angle, the one-face argument still works with \(1-p(u)\) inside the integral. The first-order term becomes

\[
\frac{3}{2k}\int_0^1[1-p(u)](u-u^3)\,du .
\]

The weight \(u-u^3\) vanishes at both ends. Grazing electrons recover within a shallow layer, and electrons moving along the normal carry no current along \(x\). Setting \(1-3u^2=0\) places the greatest weight per unit \(u\) at \(u=1/\sqrt3\), about \(55^\circ\) from the normal.

Q: "Thickness well above \(\lambda\)" is vague. How thick must the film be before I may use the linear law?

A: Choose the error you can accept. Define the shortfall as the full resistivity minus the linear value, divided by the full resistivity. Since \(\rho_0/\rho=1-a+R\),

\[
\text{shortfall}=1-(1+a)(1-a+R)=a^2-R(1+a).
\]

For \(p<1\), \(R\) is positive, so the shortfall is below \(a^2\). To keep it no larger than \(\epsilon\), it is sufficient that \(a\le\sqrt\epsilon\), or

\[
d\ge\frac{3(1-p)\lambda}{8\sqrt\epsilon}.
\]

For completely diffuse faces and \(\epsilon=0.01\), this gives \(d\ge3.75\lambda\). The argument bounds the shortfall from above only. For \(p\) near 1 the criterion admits \(d<\lambda\), where the shortfall can be negative: at \(p=0.99\) and \(\epsilon=0.01\) it gives \(k\approx0.04\), and the shortfall there is about \(-0.003\). The shortfall was positive in all sampled cases with \(1\le k\le10\) and \(0\le p\le0.9\), so there the linear law lies below the full result.

Q: Could it ever lie above?

A: Yes, in films well below one mean free path. Take \(p=0\) and \(k\ll1\). For \(u\gg k\), expansion of the exponential in \(\bar g=1-(u/k)(1-e^{-k/u})\) gives \(\bar g\simeq k/(2u)\). The range \(u\lesssim k\) contributes a term of order \(k\) without a large logarithm. Thus, to leading logarithm,

\[
\frac{\sigma}{\sigma_0}\simeq\frac32\int_k^1\frac{k}{2u}\,du
=\frac{3k}{4}\ln\frac1k .
\]

The full resistivity ratio is then about \(4/[3k\ln(1/k)]\), while the linear law tends to \(3/(8k)\). The second divided by the first is \((9/32)\ln(1/k)\), which grows without limit as \(k\to0\). The linear law must eventually overestimate the resistivity of this model. The leading logarithm does not locate the crossing well. The full integral crosses the linear law at \(k\approx0.095\) for \(p=0\), 0.14 for \(p=0.2\), 0.22 for \(p=0.5\) and 0.34 for \(p=0.9\), that is between about 4 and 14 nm when \(\lambda=40\) nm. The limit \(k\to0\) itself is out of reach in a real film, because quantized motion across the thickness invalidates the semiclassical description once \(d\) approaches a few Fermi wavelengths.

Q: Give me numbers for a film in your intended range.

A: Take round model parameters: \(\rho_0=2.0\ \mu\Omega\,\mathrm{cm}\), \(\lambda=40\) nm, \(p=0.2\) and \(d=160\) nm. Then \(k=160/40=4\), and

\[
a=\frac{3(1-0.2)}{8\times4}=\frac{2.4}{32}=0.075 .
\]

The linear law gives

\[
\rho=2.0\times1.075=2.150\ \mu\Omega\,\mathrm{cm}
=21.50\ \mathrm{n\Omega\,m}.
\]

The full integral gives \(\sigma/\sigma_0=0.92515\), so

\[
\rho=\frac{2.0}{0.92515}=2.162\ \mu\Omega\,\mathrm{cm}
=21.62\ \mathrm{n\Omega\,m}.
\]

The error can be traced. Here \(a^2=0.005625\) and \(R=1.456\times10^{-4}\), hence

\[
a^2-R(1+a)=0.005625-1.075\times0.0001456=0.00547,
\]

or 0.55 percent of the full resistivity. Almost all of it comes from the omitted \(a^2\).

Each face removes the equivalent of \(3\times0.8\times40/16=6\) nm. The film conducts approximately like \(160-12=148\) nm of bulk metal, and \(148/160=0.925\) reproduces the conductivity ratio.

Q: What happens if I push the same formula down to one mean free path?

A: The comparison for \(p=0.2\) is as follows.

| \(d\) (nm) | linear \(\rho/\rho_0\) | full \(\rho/\rho_0\) | shortfall (%) |
|---:|---:|---:|---:|
| 40 | 1.300 | 1.352 | 3.87 |
| 80 | 1.150 | 1.171 | 1.76 |
| 160 | 1.075 | 1.081 | 0.55 |
| 320 | 1.0375 | 1.0390 | 0.14 |
| 640 | 1.0188 | 1.0191 | 0.035 |

From 160 nm upwards, each doubling of thickness cuts the shortfall by about four, as the \(a^2\) term requires. Between 40 and 80 nm it falls by a factor of only 2.2.

The reason is a partial cancellation. At 40 nm, \(a=0.300\) and \(a^2=0.090\), but the shortfall is 0.0387. The difference, \(0.090-0.0387=0.051\), is \(R(1+a)\). The remainder is no longer small there and offsets more than half of the quadratic error. The modest error at \(d=\lambda\) therefore does not show that the expansion parameter has become small.

For a guaranteed shortfall of at most 1 percent, the criterion gives \(3\times0.8\times40/(8\times0.1)=120\) nm. The actual shortfall there is 0.92 percent.

Q: If I cool the film, \(\lambda\) grows. Does the surface contribution grow with it?

A: The relative increase \(a\) grows, but the added resistivity does not at first order. With \(\rho_0=m/(ne^2\tau)\) and \(\lambda=v_F\tau\),

\[
\rho-\rho_0\simeq\frac{3(1-p)}{8d}\rho_0\lambda,
\qquad
\rho_0\lambda=\frac{mv_F}{ne^2}.
\]

The relaxation time cancels. If cooling changes \(\tau\) but not \(p\), \(n\) or \(v_F\), the surface term stays nearly constant while the bulk term falls, as long as the film remains much thicker than the growing \(\lambda\).

For the 640 nm film the linear addition is \(0.0375\ \mu\Omega\,\mathrm{cm}\). The full addition is 0.0382 in the same unit with the original \(\tau\), and 0.0390 when \(\tau\) is doubled, so that \(\lambda\) doubles and \(\rho_0\) halves. This change of about 2 percent comes mainly from the quadratic term \(\rho_0a^2\), which is proportional to \(\rho_0\lambda^2\) and hence to \(\tau\).

Q: Then I can measure several thick films, plot \(\rho\) against \(1/d\), and read off \(p\)?

A: Not from that plot alone. To first order in \(\lambda/d\), its intercept is \(\rho_0\), and its slope is

\[
\frac{3}{8}(1-p)\rho_0\lambda .
\]

Together they determine the product \((1-p)\lambda\), not its factors. Including the \(a^2\) term does not help, because \(a\) contains the same product. Within this model the separation enters through \(R\), which is exponentially small in thick films. An independent value of \(\lambda\) is needed.

The reading also requires \(\rho_0\) to be the same in every film. If thinner films have smaller grains, scattering at grain boundaries changes with \(d\) and can add to the slope. A thickness-dependent impurity content has the same effect. A straight line against \(1/d\) is therefore compatible with surface scattering, but does not establish it as the sole cause.

Q: And which failures would remain even with perfect, grain-free films?

A: The formula assumes a spherical Fermi surface. For another shape, the velocities and their angular weights change, so \(3/8\) need not survive. It assumes one relaxation time, whereas scattering that depends on direction gives different recovery lengths to different electrons. It treats motion across the film as classical, which requires many occupied subbands, with their discreteness unresolved. Finally, it describes a wide film with two faces. A narrow line also has side walls, whose losses must be calculated for that cross-section. The numerical output below lists the main computed values.

## Computed values

```
Largest transport-integral difference: 1.7e-09
Transport k(1-sigma/sigma0), k=10, p=0: 0.374999
Same, faces p=0.1 and p=0.7: 0.225000
Remainder / leading form, p=0.5, k=40: 0.8135
Remainder / leading form, p=0.5, k=80: 0.8981
Quadratic coefficient, p=0, k=1000: 0.14068
Predicted quadratic coefficient, p=0: 0.14062
Bulk resistivity: 2.0 microohm cm
Mean free path: 40 nm
Specularity p: 0.2
Film thickness: 160 nm
k = d/lambda: 4.0
Linear term a: 0.07500
Square a^2: 0.005625
Remainder R: 1.456e-04
Full sigma/sigma0: 0.925146
Linear-law rho/rho0: 1.07500
Full-integral rho/rho0: 1.08091
Linear-law resistivity: 2.1500 microohm cm
Full-integral resistivity: 2.1618 microohm cm
Linear-law shortfall: 0.547 percent
Equivalent thickness lost per face: 6.0 nm
Equivalent thickness lost in total: 12.0 nm
Table: d (nm), linear rho/rho0, full rho/rho0, shortfall (percent)
   40  1.30000  1.35236  3.871
   80  1.15000  1.17056  1.757
  160  1.07500  1.08091  0.547
  320  1.03750  1.03896  0.141
  640  1.01875  1.01911  0.035
Thickness guaranteeing 1 percent, p=0.2: 120.0 nm
Actual shortfall there: 0.921 percent
d/lambda guaranteeing 1 percent, p=0: 3.75
Added resistivity, 640 nm, linear: 0.03750 microohm cm
Full, original relaxation time: 0.03822 microohm cm
Full, doubled relaxation time: 0.03896 microohm cm
```
